# Why a periodic heat current needs pair separations, not wrapped positions

Q: I simulate heat flow in a periodic crystal. For a finite sample I would form the energy moment $\sum_i x_iE_i$ and differentiate it. The code stores every position folded into the cell. Why can't I differentiate the moment of those positions?

A: Start with the finite sample, because its derivation shows which step fails later. Take classical atoms of mass $m$ with a pair potential $\phi(r)$, and give half of each bond energy to each partner:

$$E_i=\tfrac12 m v_i^2+\tfrac12\sum_{j\ne i}\phi(r_{ij}).$$

Let $\mathbf F_{ij}$ be the force on $i$ from $j$. The kinetic energy of $i$ changes at the rate $\sum_j\mathbf F_{ij}\cdot\mathbf v_i$. Since $\mathbf F_{ij}$ is minus the gradient of $\phi$ with respect to $\mathbf r_i-\mathbf r_j$, the bond energy changes at the rate $-\mathbf F_{ij}\cdot(\mathbf v_i-\mathbf v_j)$. Half of that belongs to $i$, so

$$\dot E_i=\sum_j\left[\mathbf F_{ij}\cdot\mathbf v_i-\tfrac12\mathbf F_{ij}\cdot(\mathbf v_i-\mathbf v_j)\right]=\sum_jP_{ij},\qquad P_{ij}=\tfrac12\mathbf F_{ij}\cdot(\mathbf v_i+\mathbf v_j).$$

$P_{ij}$ is the power that $i$ receives from $j$. Newton's third law gives $P_{ij}=-P_{ji}$. In the finite sample,

$$\frac{d}{dt}\sum_i x_iE_i=\sum_i v_{ix}E_i+\sum_{ij}x_iP_{ij}.$$

Exchange the names $i$ and $j$ in the last sum, use the antisymmetry, and average the two forms:

$$\sum_{ij}x_iP_{ij}=\tfrac12\sum_{ij}(x_i-x_j)P_{ij}.$$

The first term is energy carried by moving atoms. The second is energy handed along bonds, each weighted by the distance over which it is handed.

Q: What goes wrong when the sample closes on itself?

A: The difference $x_i-x_j$. Let the cell have length $L$ along $x$ and put its edge at $s$. The folded coordinate is $w_i=(x_i-s)\bmod L$, and the moment is $D_s=\sum_iw_iE_i$. Let $x_{ij}$ be the $x$ component of the separation from $j$ to $i$ with the nearest image chosen. For a bond that the edge does not cut, $w_i-w_j=x_{ij}$. For a cut bond with $i$ just right of the edge and $j$ just left of it, $w_i$ is near zero and $w_j$ near $L$, so $w_i-w_j=x_{ij}-L$. The neighbours are treated as if they sat at opposite ends of the cell.

Each cut bond occurs twice in the double sum, with equal contributions, because both the offset and the power change sign when the partners are exchanged. The factor one half removes the double counting. While no atom crosses the edge,

$$\frac{dD_s}{dt}=J-L\Phi(s),\qquad J=\sum_iE_iv_{ix}+\tfrac12\sum_{ij}x_{ij}P_{ij}.$$

Here $\Phi(s)$ is the power that atoms right of the edge receive from atoms left of it, that is, the energy flux through the edge. Energy leaving at the right end re-enters at the left end, and the moment records this as a transport backwards over a whole cell length.

Q: And when an atom does cross?

A: Let $\sigma=+1$ for a crossing to the right and $-1$ to the left. The folded coordinate changes by $-\sigma L$, so $D_s$ jumps by $-\sigma LE_i$ and its derivative contains an impulse. You might drop the impulse and keep

$$W_s=\sum_iE_iv_{ix}+\sum_iw_i\dot E_i.$$

This still jumps, by $-\sigma L\dot E_i$, because the coordinate multiplying $\dot E_i$ has jumped.

Q: Is that what people mean by dependence on the origin? Adding a constant to every coordinate should be harmless.

A: It is harmless: a constant $c$ adds $c\sum_i\dot E_i=0$. Moving the cell edge is a different operation, since it changes which bonds are cut and hence $\Phi(s)$.

Q: Then why is $J$ the right quantity, rather than another expression that happens to be smooth?

A: Because it is the energy flux summed over all planes of the ring. A bond is cut by planes filling a length $|x_{ij}|$, and an atom moving through a plane carries $E_i$ with it. Integrating the flux over $s$ therefore gives

$$\int_0^L\Phi(s)\,ds=\sum_iE_iv_{ix}+\tfrac12\sum_{ij}x_{ij}P_{ij}=J,$$

where $\Phi$ now includes the carried energy. No plane is singled out, so no edge remains in the result.

Energy conservation alone would not settle the matter. It fixes differences of flux between planes, so a uniform circulating flux could be added. The missing information is locality: a bond passes energy along its short segment, not the long way round.

Continuity needs two conditions. The potential and its slope must go smoothly to zero at the cutoff, and the cutoff must be below half of each cell length. The nearest image then changes only when the pair no longer interacts.

Q: Can you show me this with numbers for something I might put in a chip?

A: Take an in-plane model in the regime of a monolayer MoS$_2$ channel at 300 K. One bead of 160.07 u stands for a formula unit, and 64 beads form a triangular lattice of spacing $a=0.316$ nm in a cell of $2.528\times2.189$ nm. The bond is a Morse potential,

$$\phi(r)=W\left[e^{-2\alpha(r-a)}-2e^{-\alpha(r-a)}\right],\quad W=1.6\ \text{eV},\quad \alpha=14\ \text{nm}^{-1},$$

multiplied by $1-t^3(10-15t+6t^2)$, where $t$ rises from 0 at 0.40 nm to 1 at 0.50 nm; beyond that the potential is zero. The force constants give sound speeds of 6.5 and 3.8 km/s. I measure $E_i$ from the crystal at rest. This choice does not affect $J$ of the full crystal, because equal masses and zero total momentum make $\sum_i v_{ix}=0$.

For one random thermal state, moving beads contribute $-0.0285$ and bonds $0.4280$, so $J=0.3995$ eV nm/ps. I then differentiated the folded moment numerically along the motion, for three edges in the same state, and separately counted the power through each edge:

| Edge (nm) | $\Phi$ (eV/ps) | $dD_s/dt$ (eV nm/ps) |
|---:|---:|---:|
| 0.079 | 0.838 | −1.719 |
| 0.237 | −1.561 | 4.347 |
| 1.343 | 0.517 | −0.907 |

For the first edge, $0.3995-2.528\times0.838=-1.719$ eV nm/ps. Moving the edge by half a lattice spacing, to the second row, changes the sign and more than doubles the size. The atoms have done nothing different.

Next I placed an edge so that a bead with $E_i=0.1435$ eV and $\dot E_i=1.936$ eV/ps was about to cross it to the left. At the crossing $W_s$ went from $-5.968$ to $-1.074$ eV nm/ps, a jump of $2.528\times1.936=4.89$ eV nm/ps. $J$ was 0.3995 eV nm/ps on both sides.

Q: Could I average the folded result over many edge positions?

A: The average removes the wrong part. Take $W_s$, which leaves out the impulses. Over all edges, each $w_i$ averages to $L/2$, and $(L/2)\sum_i\dot E_i=0$. Only $\sum_iE_iv_{ix}$ survives. In this state that is $-0.0285$ eV nm/ps, so the whole bond contribution is lost. With the impulses kept, even this part goes: the averaged moment is $(L/2)\sum_iE_i$, which is constant, so its derivative is zero.

Q: Is there a periodic cell in which the folded moment does work?

A: Yes, if a vacuum gap wider than the cutoff separates the sample from its image and the edge stays in the gap. Then $\Phi(s)=0$ and $dD_s/dt=J$. I kept five of the eight columns of beads, leaving a gap of about 1.1 nm. The ordinary derivative for the open strip and the nearest-image expression both gave $-0.332$ eV nm/ps. An edge through the strip gave $1.916$ eV nm/ps instead.

The nearest-image expression has its own failure. Put two beads in a cell 0.8 nm long, separated by 0.4 nm along $x$ and 0.1 nm along $y$, both moving along $y$ at 0.3 nm/ps. They still interact at half the cell length. A tiny displacement along $x$ is enough to switch the nearest image. Then $x_{12}$ changes sign but $P_{12}=0.3F_y$ does not, with $F_y$ in eV/nm. $J$ jumps by 0.641 eV nm/ps.

Q: A conductivity comes from a long time integral. Might the errors of the folded moment cancel there?

A: They cancel the conductivity itself. Let $Q(t)=\int_0^tJ\,dt'$ and $C(u)=\langle J(0)J(u)\rangle$. In equilibrium,

$$\langle Q^2(t)\rangle=2\int_0^t(t-u)C(u)\,du.$$

If $C$ decays fast enough, this approaches $2t\int_0^\infty C\,du$. The Green–Kubo formula for cell volume $V$ then becomes

$$\kappa=\frac{1}{k_BT^2V}\int_0^\infty C(u)\,du=\lim_{t\to\infty}\frac{\langle Q^2(t)\rangle}{2k_BT^2Vt}.$$

Now replace $Q$ by the change of $D_s$, with every impulse kept. In this crystal each bead has six neighbours in range, and each bond energy is at least $-W$, so $E_i\ge0$ when measured from rest. Since $0\le w_i<L$, we have $0\le D_s\le LE_{\rm tot}$. A bounded change squared and divided by $t$ tends to zero. The integral of $J$ has no such bound, because energy can go round the ring repeatedly.

Q: My crystal does not diffuse. Would unfolded positions cure it?

A: They cure the jumps only. The first and last columns are neighbours through the boundary, yet their unfolded positions still differ by nearly $L$. The flux through those bonds is still missed, and the moment stays bounded because the atoms stay near their sites.

I followed 32 independent trajectories of 12 ps with velocity Verlet and a 4 fs step. Mean squared changes, in eV$^2$ nm$^2$, were:

| Interval (ps) | $\int J\,dt$ | folded | unfolded |
|---:|---:|---:|---:|
| 1.5 | 0.62 | 0.091 | 0.062 |
| 3.0 | 2.34 | 0.111 | 0.074 |
| 6.0 | 8.71 | 0.099 | 0.066 |

The moments level off while the integrated current keeps growing. At 6 ps its root mean square divided by $L$ is $\sqrt{8.71}/2.528=1.17$ eV, the typical net energy passed round the ring, averaged over planes, for this set of runs (128 trajectories give 1.4 eV).

With a layer thickness of 0.615 nm, $V=3.40$ nm$^3$, and $k_BT^2=0.02585\times300=7.76$ eV K. Thus

$$\kappa_{\rm app}(6\ \text{ps})=\frac{8.71}{2(7.76)(3.40)(6)}=0.0275\ \frac{\text{eV}}{\text{K nm ps}}=4.4\ \text{W/(m K)},$$

with a sample standard error of 0.8 W/(m K). This number is not converged in the sampling. The current hardly decays within a run, so each trajectory gives about one sample of a squared quantity, and 32 of them scatter by about $\sqrt{2/32}=25\%$. A set of 128 trajectories gives $6.7\pm0.8$ W/(m K), close to the 7.0 W/(m K) that undamped harmonic phonons in this cell would give at 6 ps; 32 trajectories in a $16\times16$ cell give $4.6\pm1.1$ W/(m K). Read the value as 4 to 7 W/(m K). Halving the time step moves it by about 1%. The folded moment gives 0.050 W/(m K) at 6 ps, down from 0.112 at 3 ps.

Q: Is 4.4 W/(m K) the conductivity of the model?

A: No. Between 3 and 6 ps the mean square grows by a factor 3.7. A constant current would give 4, and a diffusive one 2. The current is still strongly correlated, and the apparent value rises from 2.4 to 4.4 W/(m K) without a plateau. The trajectories also averaged 293 K; using that temperature in the prefactor would raise the values by about 5%.

Q: How far is this from a real channel?

A: For supported MoS$_2$ I take a rough 50 W/(m K), some seven to eleven times the unfinished 6 ps value. With two classical in-plane modes per bead and the mean of the two sound speeds, kinetic theory turns that input into a mean free path of about 37 nm, or 15 cell lengths. Most phonons travel more slowly than sound, which makes the estimate longer still. The cell is therefore far too small, but enlarging it need not bring convergence: in a strictly two-dimensional crystal that conserves momentum, the conductivity is expected to grow logarithmically with size. A real supported sheet also moves out of plane and gives up momentum to its substrate. The model keeps 2 of 9 phonon branches. Quantum statistics would lower its heat capacity by 6%, and that of a rough 50 meV optical mode by 26%. A substrate conductance of roughly 15 MW/(m$^2$ K) would cool the sheet in about 96 ps, counting all nine branches classically, and gives a thermal healing length of 45 nm. This length is comparable to the mean free path, so the diffusive formula behind it sets only a scale. Over a longer channel, heat loss into the substrate cannot be ignored. At $10^{13}$ carriers/cm$^2$ and 50 cm$^2$/(V s), the Wiedemann–Franz law with the metallic Lorenz number puts the electronic part at 2% of the lattice part. The carriers are only weakly degenerate here, and with energy-independent scattering and an effective mass of 0.45 to 0.7 electron masses they would carry about a third less, near 1.3%.

Q: One doubt remains. You split each bond energy in half. Does another split change the answer?

A: It changes $J$ at each instant, but not a finite conductivity. Move a bounded, short-ranged energy $g_{ij}=-g_{ji}$ between partners, so that $E_i'=E_i+\sum_jg_{ij}$ and $P_{ij}'=P_{ij}+\dot g_{ij}$. Antisymmetry gives $\sum_{ij}g_{ij}v_{ix}=\tfrac12\sum_{ij}g_{ij}\dot x_{ij}$, and therefore

$$J'=J+\tfrac12\sum_{ij}(g_{ij}\dot x_{ij}+x_{ij}\dot g_{ij})=J+\frac{d}{dt}\left(\tfrac12\sum_{ij}x_{ij}g_{ij}\right).$$

The bracket is bounded and contains no cell edge. Its change adds a bounded term to $Q$. When $\langle Q^2\rangle$ grows as $t$, the cross term grows at most as $\sqrt t$, so both corrections vanish after division by $t$. The folded moment differs from this harmless change because what it removes, $L\int\Phi(s)\,dt$, can grow without bound and contains the heat transport you want to measure.
